# Why outward integration fails in a classically forbidden region

**Result.** In the outer classically forbidden region, beyond the last turning point, the radial equation has a decaying and a growing solution. A bound state needs the decaying one there, but a numerical integration in practice picks up a little of the other. With a constant decay rate \(\kappa\), integrating outward over a distance \(L\) multiplies this admixture, relative to the decaying solution, by \(\mathrm e^{2\kappa L}\). Integrating inward over the same distance multiplies it by \(\mathrm e^{-2\kappa L}\). If \(\kappa\) varies slowly with radius, the exponent becomes \(2\int\kappa\,dr\) to leading order; the slope of the relative error carries in addition a slowly varying prefactor. The cause is the differential equation together with the direction of integration, so a finer step can at best postpone the failure, and does so only while truncation error is the main seed.

## The law for constant \(\kappa\)

In Hartree atomic units the function \(u(r)=rR(r)\) obeys

\[
u''=q(r)\,u,\qquad q=2(V-E)+\frac{l(l+1)}{r^2}. \tag{1}
\]

The region is forbidden where \(q>0\), and there \(\kappa=\sqrt q\). For constant \(\kappa\) the general solution is

\[
y=A\,\mathrm e^{-\kappa x}+B\,\mathrm e^{\kappa x}. \tag{2}
\]

The ratio of its second part to its first is \((B/A)\,\mathrm e^{2\kappa x}\). One factor \(\mathrm e^{\kappa x}\) comes from the growth of the error, the other from the decay of the solution it is compared with.

Let the wanted solution be \(u=\mathrm e^{-\kappa x}\), and start at \(x=0\) with a relative error \(\delta\) in the value and the correct slope. Then \(A+B=1+\delta\) and \(-A+B=-1\), so \(B=\delta/2\) and \(A=1+\delta/2\). The relative error \(\varepsilon=(y-u)/u\) at \(x=L\) is

\[
\varepsilon_{\rm out}=\frac{\delta}{2}\left(1+\mathrm e^{2\kappa L}\right). \tag{3}
\]

The constant term is a change of scale, which is harmless because the equation is linear. The exponential law therefore describes the total error once \(\mathrm e^{2\kappa L}\gg1\).

Now start at \(x=L\) with the same kind of error and go inward by \(d=L-x\). With \(u_L=u(L)\), the solution is

\[
y=u_L\left[\left(1+\tfrac{\delta}{2}\right)\mathrm e^{\kappa d}+\tfrac{\delta}{2}\,\mathrm e^{-\kappa d}\right].
\]

At \(d=0\) its value is \(u_L(1+\delta)\) and its slope \(dy/dx=-dy/dd\) is \(-\kappa u_L\), as required. Dividing by \(u=u_L\mathrm e^{\kappa d}\) gives

\[
\varepsilon_{\rm in}=\frac{\delta}{2}\left(1+\mathrm e^{-2\kappa d}\right),\qquad
\varepsilon_{\rm in}'=\frac{d\varepsilon_{\rm in}}{dx}=\kappa\delta\,\mathrm e^{-2\kappa d}. \tag{4}
\]

Inward integration thus removes the error of shape and leaves an error of scale, \(\delta/2\), which normalization removes.

For \(\kappa=0.8\) bohr\(^{-1}\) and \(L=6.25\) bohr, \(2\kappa L=10\) and \(\mathrm e^{10}\approx2.2\times10^4\). Outward, a value error of \(10^{-6}\) becomes \(1.1\times10^{-2}\). Inward, a value error of \(10^{-2}\) becomes a scale error of \(5.0\times10^{-3}\), while \(\varepsilon'\) falls from \(8.0\times10^{-3}\) to \(3.6\times10^{-7}\) bohr\(^{-1}\).

## The law for any potential

Write \(y=u+\eta\), where the error \(\eta\) obeys

\[
\eta''=q\eta+s(r). \tag{5}
\]

The source \(s\) stands for error created along the way. Define \(W=u\eta'-u'\eta\). Differentiating, the terms \(u'\eta'\) cancel:

\[
W'=u\eta''-u''\eta=u(q\eta+s)-qu\eta=us. \tag{6}
\]

Since \(\varepsilon=\eta/u\), the quotient rule gives

\[
\varepsilon'=\frac{u\eta'-u'\eta}{u^2}=\frac{W}{u^2}. \tag{7}
\]

This holds wherever \(u\neq0\). Without a source \(W\) is constant, and \(\varepsilon'\) varies as \(1/u^2\). In the forbidden tail \(u^2\) falls outward, so the shape error grows outward and shrinks inward. No semiclassical approximation has been made.

The quantity \(\varepsilon'\) also controls matching. From \(y=u(1+\varepsilon)\),

\[
\frac{y'}{y}-\frac{u'}{u}=\frac{\varepsilon'}{1+\varepsilon}, \tag{8}
\]

so a constant \(\varepsilon\) leaves the logarithmic derivative correct.

To recover the exponential, put \(u=\mathrm e^{-S}\). Equation (1) becomes \(S'^2-S''=\kappa^2\). For slowly varying \(\kappa\), meaning \(|\kappa'|\ll\kappa^2\), set \(S'=\kappa+\sigma\) with small \(\sigma\), and drop \(\sigma^2\) and \(\sigma'\). Then \(2\kappa\sigma=\kappa'\), so \(S=\int\kappa\,dr+\tfrac12\ln\kappa\) up to a constant. Hence \(u^2\propto\kappa^{-1}\exp(-2\int\kappa\,dr)\), and from \(a\) to \(R\)

\[
\frac{\varepsilon'(R)}{\varepsilon'(a)}=\frac{u(a)^2}{u(R)^2}\approx\frac{\kappa(R)}{\kappa(a)}\exp\left(2\int_a^R\kappa\,dr\right). \tag{9}
\]

The approximation fails near the turning point, where \(\kappa\to0\). The equality does not. The prefactor belongs to \(\varepsilon'\): since \(\kappa\exp(2\int\kappa\,dr)\) is the derivative of \(\tfrac12\exp(2\int\kappa\,dr)\), the growing part of \(\varepsilon\) itself scales, in the same approximation, with the bare exponential.

## How large: hydrogen 1s

For hydrogen 1s, \(u=2r\mathrm e^{-r}\) and \(E=-\tfrac12\) hartree. Then \(q=1-2/r\), and the turning point is at \(r=2\) bohr. Between \(r=4\) and \(14\) bohr, equation (9) gives

\[
\frac{u(4)^2}{u(14)^2}=\left(\frac{4}{14}\right)^2\mathrm e^{20}\approx3.96\times10^7 .
\]

Direct integration of the differential equation gives the same factor outward, and \(2.52\times10^{-8}\), its reciprocal, inward. An initial shape error \(\varepsilon'=10^{-8}\) bohr\(^{-1}\) at \(r=4\) bohr becomes a relative error of about \(0.21\) at \(r=14\) bohr.

The integral of \(\kappa\) over this interval is \(8.639\). The bare exponential is therefore \(\mathrm e^{17.28}\approx3.2\times10^7\). The prefactor \(0.9258/0.7071\) raises it to \(4.2\times10^7\), about 5% above the exact factor. Using the asymptotic value \(\kappa=1\) bohr\(^{-1}\) throughout gives \(\mathrm e^{20}\approx4.9\times10^8\), too large by \((14/4)^2\approx12\). The local \(\kappa\) should be used in such estimates.

## Where the unwanted solution comes from

**Energy error.** Suppose the trial energy is \(E+\delta E\). Then \(y''=(q-2\delta E)y\), and subtracting \(u''=qu\) gives \(\eta''=q\eta-2\delta E(u+\eta)\). To first order \(s=-2\delta E\,u\). For a nodeless state started near the origin with correct values, \(W\) and \(\varepsilon\) vanish at the start. Integrating (6) and then (7) gives

\[
\varepsilon(r)=-2\,\delta E\int_0^r\frac{dt}{u(t)^2}\int_0^t u(t')^2\,dt'. \tag{10}
\]

The inner integral tends to the norm, while \(1/u^2\) grows exponentially. If \(\delta E>0\), \(\varepsilon\) is negative and \(y=u(1+\varepsilon)\) crosses zero where \(\varepsilon=-1\). If \(\delta E<0\), \(y\) grows without this crossing.

For hydrogen with \(\delta E=10^{-8}\) hartree, the relative error at \(r=8\) bohr is \(-4.0\times10^{-4}\). The false node appears at \(12.375\) bohr (\(6.55\) Å), and equation (10) predicts the same position.

**Truncation error.** The Numerov method with step \(h\) and \(f=qy\) uses

\[
y_{n+1}-2y_n+y_{n-1}=\frac{h^2}{12}\left(f_{n+1}+10f_n+f_{n-1}\right). \tag{11}
\]

Insert the exact \(u\), for which \(f=u''\), and expand in \(h\). The left side is

\[
h^2u''+\frac{h^4}{12}u^{(4)}+\frac{h^6}{360}u^{(6)}+\dots
\]

and the right side is the same except that its last coefficient is \(1/144\). Left minus right is therefore \(-h^6u^{(6)}/240\) to leading order. The error \(\eta=y-u\) must compensate this defect, so it obeys (11) with an added \(+h^6u^{(6)}/240\). Dividing by \(h^2\) gives the source

\[
s=\frac{h^4}{240}\,u^{(6)}. \tag{12}
\]

As long as \(\kappa h\lesssim1\), the step hardly affects the growth rate itself. For constant \(\kappa\), let \(x=\kappa h\) and try \(y_n=\mathrm e^{n\mu}\) in (11):

\[
\cosh\mu=\frac{1+5x^2/12}{1-x^2/12}=1+\frac{x^2}{2}+\frac{x^4}{24}+\frac{x^6}{288}+\dots
\]

The series of \(\cosh x\) has \(x^6/720\) as its last term here, so \(\cosh\mu-\cosh x\approx x^6/480\). This difference is also \((\mu-x)\sinh x\approx(\mu-x)x\), hence

\[
\frac{\mu}{h}\approx\kappa\left[1+\frac{(\kappa h)^4}{480}\right]. \tag{13}
\]

At \(\kappa h=0.2\) the correction is \(3.3\times10^{-6}\). At \(\kappa h=1\) it is about \(2\times10^{-3}\). In this range refinement reduces the seed, not the amplification. For larger steps the rate is distorted, and beyond \(\kappa h=\sqrt{12}\), where the denominator above changes sign, the Numerov solution alternates in sign from point to point.

The example starts Numerov integration at \(r=2\) bohr from two exact values. At \(r=10\) bohr the relative error is \(-1.38\times10^{-4}\) for \(h=0.02\) bohr and \(-8.73\times10^{-6}\) for \(h=0.01\) bohr. Equations (6), (7) and (12), with \(W=\varepsilon=0\) at the start, predict \(-1.41\times10^{-4}\) and \(-8.81\times10^{-6}\).

The small difference comes from the second starting value. Setting \(\eta(2+h)=0\) removes the displacement \(h^2s/2\) that the source would have produced there. This is equivalent to an initial slope \(\eta'=-hs/2\), and so to \(W(2)=-h\,u(2)s(2)/2\). With \(u^{(6)}=2(r-6)\mathrm e^{-r}\), this equals \(+16h\,\mathrm e^{-4}h^4/240\), with \(h\) in bohr. The source integrated from \(2\) to infinity gives \(-17\,\mathrm e^{-4}h^4/240\). The error is thus reduced by the fraction \(16h/17\), or 1.9% and 0.9% for the two steps, as observed.

Halving \(h\) divides the seed by about 16. Since the error grows locally as \(\mathrm e^{2\kappa r}\), the gain in usable distance is about

\[
\Delta r\approx\frac{\ln16}{2\kappa}. \tag{14}
\]

The false node moves from \(14.86\) to \(16.34\) bohr, a gain of \(1.480\) bohr. Equation (14) gives \(1.485\) bohr with \(\kappa\) taken midway between the nodes. Twice the work buys about one and a half bohr.

**Rounding error.** For constant \(\kappa\) the recurrence

\[
y_{n+1}=2\cosh(x)\,y_n-y_{n-1},\qquad x=\kappa h, \tag{15}
\]

is satisfied by \(\mathrm e^{\pm nx}\) without truncation error, because \(\mathrm e^{x}+\mathrm e^{-x}=2\cosh x\). A rounding error \(d_j\) at point \(j\) starts an error with \(\eta_{j-1}=0\) and \(\eta_j=d_j\). It continues as

\[
\eta_n=d_j\,\frac{\sinh[(n-j+1)x]}{\sinh x}.
\]

Its growing part is \(\mathrm e^{nx}\) times \(d_j\mathrm e^{-(j-1)x}/(2\sinh x)\). Summing over all rounding errors gives the amplitude

\[
B=\sum_j\frac{d_j\,\mathrm e^{-(j-1)x}}{2\sinh x}. \tag{16}
\]

Relative to \(\mathrm e^{-nx}\) the error is \(B\,\mathrm e^{2nx}\), apart from a negligible scale error. It reaches one at

\[
\kappa L=\tfrac12\ln\frac{1}{|B|}. \tag{17}
\]

In double precision, 41 runs with \(x\) between 0.5 and 1.5 had a median \(|B|\) of \(1.2\times10^{-17}\). They lost the tail at \(\kappa L\) between 18.3 and 21.5, with median 19.5. These steps are coarse. On fine grids the reach of (15), evaluated as written, is much shorter. For small \(x\) the weight \(1/(2\sinh x)\) grows as \(1/(2x)\), and about \(1/(2x)\) points contribute to (16), because \(d_j\) itself falls as \(\mathrm e^{-jx}\). Independent errors would make \(|B|\) grow as \(x^{-3/2}\). The rounding of the coefficient \(2\cosh x\) gives errors of a common sign, so \(|B|\) grows as \(x^{-2}\). By (17), each tenfold refinement then costs about \(\ln10\approx2.3\) in \(\kappa L\), which leaves roughly 14 to 15 at \(x=0.01\). Once rounding is the main seed, a finer step gains nothing, and with plain floating-point accumulation it shortens the reach. The rate depends on how the recurrence is evaluated. The summed form \(\Delta_n=\Delta_{n-1}+4\sinh^2(x/2)\,y_n\), \(y_{n+1}=y_n+\Delta_n\) is algebraically the same as (15) but loses only about 0.6 in \(\kappa L\) per tenfold refinement, and still reaches about 18 at \(x=0.01\), provided \(\Delta_0=\mathrm e^{-x}-1\) is evaluated without cancellation. If \(\Delta_0\) is formed as \(y_1-y_0\) from a rounded \(y_1\), that single error carries the weight \(1/(2x)\), the loss is about 1.2 per tenfold refinement, and the reach at \(x=0.01\) is about 17.

## What inward integration does with a bad start

Take the crude condition \(y(b)=0\) at a finite radius \(b\), although the true \(u(b)\) is not zero. Without a source, (7) gives \(y=u\,(c+W\int dr/u^2)\) with a constant \(c\). The combination that vanishes at \(b\) is

\[
y(r)=C\,u(r)\,I(r,b),\qquad I(r,b)=\int_r^b\frac{dt}{u(t)^2}. \tag{18}
\]

Normalize \(y\) to \(u\) at an inner point \(a\). Because \(I(a,b)=I(a,r)+I(r,b)\), the remaining relative error is

\[
\varepsilon(r)=\frac{I(r,b)}{I(a,b)}-1=-\frac{I(a,r)}{I(a,b)}. \tag{19}
\]

Each integral is dominated by its outer end, where \(u\) is smallest. For constant \(\kappa\), and \(r\) well outside \(a\), the error is therefore close to \(-\mathrm e^{-2\kappa(b-r)}\). At the wall it is \(-1\), as it must be.

The table compares relative errors for hydrogen with \(h=0.01\) bohr. The outward run starts from exact values at \(r=2\) bohr. The inward run starts from the false wall at \(b=20\) bohr and is normalized at \(r=2\) bohr.

| \(r\) (bohr) | outward | inward |
|---:|---:|---:|
| 12 | \(-3.2\times10^{-4}\) | \(-3.25\times10^{-7}\) |
| 14 | \(-1.3\times10^{-2}\) | \(-1.3\times10^{-5}\) |
| 16 | \(-0.53\) | \(-5.3\times10^{-4}\) |
| 18 | \(-23\) | \(-2.3\times10^{-2}\) |

At these radii the inward run is the more accurate, although its boundary condition is wrong and the outward start is exact. Both columns are proportional to \(I(2,r)\): the inward error by (19), and the outward error by (7) once \(W\) has reached its final value. Their ratio, about \(10^3\), is therefore nearly constant and equals \(|W|\,I(2,b)\), the size of the outward error at \(b\). It is set by the choice of \(h\) and \(b\), and it exceeds one only because the wall lies beyond the false node of the outward run.

Inward integration still makes truncation errors, but does not amplify them. For constant \(\kappa\), \(u^{(6)}=\kappa^6u\), so \(s=\alpha u\) with \(\alpha=h^4\kappa^6/240\). Far from the starting point, \(W=-\int_r^\infty\alpha u^2dt=-\alpha u^2/(2\kappa)\), and \(\varepsilon'=-\alpha/(2\kappa)=-h^4\kappa^5/480\). This is the small shift of decay rate in (13), and it does not grow along the way.

## What to do

Integrate outward from the origin through the allowed region, integrate inward from the far tail, and match logarithmic derivatives near the outer turning point \(r_m\). Adjust \(E\) until they agree. This assumes that no wide barrier lies between \(r_m\) and the region where the state is concentrated. For a state held in the inner well of a double-well potential, the outward run would cross the barrier in the unstable direction, with errors amplified by about \(\exp(2\int\kappa\,dr)\) taken over the barrier. The match then belongs at the turning point that bounds the inner well.

Choose the outer radius \(b\) from the tolerance \(\tau\) on the shape error caused by the outer boundary condition:

\[
2\int_{r_m}^{b}\kappa\,dr\gtrsim\ln\frac1\tau. \tag{20}
\]

This is an estimate, since the prefactor in (9) is ignored. If the tail itself must be accurate out to a radius \(r_t\), use \(r_t\) as the lower limit. The starting amplitude is arbitrary because the equation is linear. The starting slope \(y'/y=-\kappa(b)\) is better than a hard wall where \(\kappa\) varies slowly: the derivation of (9) shows that its error is then about \(\kappa'/(2\kappa)\).

A short outward excursion past the turning point is acceptable while the seed in \(\varepsilon'\), multiplied by the exact factor \(u(a)^2/u(R)^2\) of (9), stays below the tolerance on \(\varepsilon'\). The approximate form of (9) must not be used here, since it diverges as \(a\) approaches the turning point. A false node or a rising tail at large \(r\) does not by itself show that the energy is poor, since truncation or rounding can produce it at the correct energy.

The rule is to integrate in the direction in which the wanted solution grows relative to its companion. Near the origin the regular solution behaves as \(r^{l+1}\), so (7) gives \(\varepsilon'\propto r^{-2l-2}\) for an unwanted admixture. There inward integration is the unstable direction and outward integration the stable one. The numerical check compares the growth laws, the seeds and the hard-wall formula with direct integration or explicit recurrences.

## Computed values

```
Model: kappa = 0.8 1/bohr, L = 6.25 bohr
exp(2 kappa L) = 22026.5
Outward: value error 1.0e-06 becomes 1.10137e-02
Inward: value error 1.0e-02 becomes 0.0050002
Inward: eps' at start 8.000e-03, end 3.632e-07 1/bohr
Hydrogen 1s, slope error between r = 4.0 and 14.0 bohr
kappa at these radii = 0.7071, 0.9258 1/bohr
Integral of kappa dr = 8.6392
Outward factor of eps', integrated = 3.9605e+07
Outward factor of eps', u(a)^2/u(b)^2 = 3.9605e+07
Same, exp(2 int kappa) alone = 3.1908e+07
Same, WKB with prefactor = 4.1778e+07
Same, crude exp(2(b-a)) with kappa=1 = 4.8517e+08
eps(b) per unit starting eps' = 2.1395e+07 bohr
Inward factor of eps', integrated = 2.5249e-08
Energy error = 1.0e-08 hartree
Relative error it causes at r = 8 bohr: -4.0169e-04
False node: integrated 12.375 bohr = 6.548 angstrom
False node: first-order formula 12.375 bohr
Numerov kappa*h = 0.2: exponent/kappa - 1 = 3.328e-06
Numerov kappa*h = 0.4: exponent/kappa - 1 = 5.301e-05
Outward h = 0.02 bohr: eps(10) = -1.3827e-04, formula -1.4088e-04
Outward h = 0.02 bohr: false node at 14.859 bohr
Outward h = 0.01 bohr: eps(10) = -8.7260e-06, formula -8.8051e-06
Outward h = 0.01 bohr: false node at 16.339 bohr
Halving h: eps(10) falls by a factor 15.85
Reach gained = 1.480 bohr, ln16/(2 kappa) = 1.485 bohr
Outward h = 0.01 bohr, r = 12 bohr: eps = -3.240e-04
Outward h = 0.01 bohr, r = 14 bohr: eps = -1.281e-02
Outward h = 0.01 bohr, r = 16 bohr: eps = -5.300e-01
Outward h = 0.01 bohr, r = 18 bohr: eps = -2.268e+01
Inward from hard wall at 20.0 bohr, h = 0.01 bohr
Inward r = 18 bohr: shape error -2.275e-02, formula -2.275e-02
Inward r = 16 bohr: shape error -5.316e-04, formula -5.316e-04
Inward r = 14 bohr: shape error -1.285e-05, formula -1.285e-05
Inward r = 12 bohr: shape error -3.250e-07, formula -3.250e-07
Machine epsilon = 2.220e-16
Rounding seed |B|: median 1.18e-17, largest 1.29e-16
Rounding-only reach kappa*L: shortest 18.29, median 19.49, longest 21.46
Largest mismatch with 0.5*ln(1/|B|) = 3.6e-15
Lower bound 0.5*ln(1/(2 epsilon)) = 17.68
```
